# The dynamical matrix: Hermiticity and equal phonon frequencies at q and −q

**Q.** Take a crystal with no inversion centre. A wave running to the right meets the atoms in a different order from a wave running to the left. Why should the two have the same frequency?

**A.** Let us first fix what oscillates. The nuclei move on the ground-state energy $E$ of the electrons at fixed nuclei, with the repulsion between nuclei included. Take $N$ cells with periodic boundary conditions, so that every sum below is finite. Cell $l$ sits at $\mathbf R_l$. Let $i$ stand for an atom of the cell together with a Cartesian direction, $M_i$ for the mass of that atom, and $u_{li}$ for its displacement.

I assume that the undisplaced structure is periodic and free of forces, and that the electronic ground state is nondegenerate and separated by a gap, so that $E$ is a smooth function of the displacements. To second order,

$$E=E_0+\tfrac12\sum_{li,\,l'j}C(li;l'j)\,u_{li}u_{l'j},\qquad C(li;l'j)=\frac{\partial^2E}{\partial u_{li}\,\partial u_{l'j}}\bigg|_{u=0}.$$

There is no linear term because the forces vanish at $u=0$.

**Q.** What do you know about $C$ without knowing the crystal?

**A.** Three things.

1. It is real, because $E$ and the displacements are real.
2. It is symmetric, $C(li;l'j)=C(l'j;li)$, because the order of differentiation of a smooth function is immaterial.
3. It depends on the cells through $l'-l$ alone, because shifting the whole crystal by a lattice vector changes nothing.

Use the second fact and then shift both cells by $-l$:

$$C(0i;lj)=C(lj;0i)=C(0j;-l\,i).\tag{1}$$

**Q.** The right-hand side contains $-l$. Have you not slipped in inversion symmetry?

**A.** No. Inversion is a statement about where the atoms are. Equation (1) says that the coupling of $i$ here to $j$ over there equals the coupling of $j$ over there to $i$ here. The cell difference changes sign because we look along the same pair from its other end, and the labels $i$ and $j$ change places too. For $i=j$ the exchange of labels changes nothing, so $C(0i;li)=C(0i;-l\,i)$; for $i\ne j$ nothing says that $C(0i;lj)$ equals $C(0i;-l\,j)$.

**Q.** Then give me the waves.

**A.** The force is minus the derivative of $E$. The variable $u_{li}$ appears in both factors of the double sum, and by symmetry the two contributions are equal, which cancels the factor $\tfrac12$:

$$M_i\ddot u_{li}=-\sum_{l'j}C(li;l'j)\,u_{l'j}.\tag{2}$$

Try $u_{li}=M_i^{-1/2}e_i\,e^{i(\mathbf q\cdot\mathbf R_l-\omega t)}$, with $\mathbf q$ allowed by the periodic boundary conditions. (In exponents and as a factor, $i$ is the imaginary unit; as a subscript it is the index.) Two time derivatives give $-\omega^2$, so

$$-\omega^2M_i^{1/2}e_i\,e^{i\mathbf q\cdot\mathbf R_l}=-\sum_{l'j}C(li;l'j)M_j^{-1/2}e_j\,e^{i\mathbf q\cdot\mathbf R_{l'}}.$$

Divide by $-M_i^{1/2}e^{i\mathbf q\cdot\mathbf R_l}$. The phase that remains is $e^{i\mathbf q\cdot(\mathbf R_{l'}-\mathbf R_l)}$, and $C$ also depends on the cell difference alone, so we may set $l=0$ and rename $l'$ as $l$:

$$\sum_jD_{ij}(\mathbf q)e_j=\omega^2e_i,\qquad D_{ij}(\mathbf q)=\frac1{\sqrt{M_iM_j}}\sum_lC(0i;lj)\,e^{i\mathbf q\cdot\mathbf R_l}.\tag{3}$$

This $D$ is the dynamical matrix.

**Q.** It is a complex matrix. Its eigenvalues could be complex, and then $\omega^2$ would make no sense as a squared frequency.

**A.** Take the element with exchanged indices and conjugate it. Since $C$ is real, only the phase changes:

$$D_{ji}(\mathbf q)^*=\frac1{\sqrt{M_iM_j}}\sum_lC(0j;li)\,e^{-i\mathbf q\cdot\mathbf R_l}.$$

By (1), $C(0j;li)=C(0i;-l\,j)$. Now sum over $l'=-l$, which runs over the same $N$ cells and has $\mathbf R_{l'}=-\mathbf R_l$:

$$D_{ji}(\mathbf q)^*=\frac1{\sqrt{M_iM_j}}\sum_{l'}C(0i;l'j)\,e^{i\mathbf q\cdot\mathbf R_{l'}}=D_{ij}(\mathbf q).$$

So $D^\dagger=D$. For a normalized eigenvector, $\omega^2=e^\dagger De$. The conjugate of this number is $e^\dagger D^\dagger e=e^\dagger De$, the number itself, so $\omega^2$ is real.

**Q.** Real $\omega^2$, then, but not necessarily real $\omega$?

**A.** Correct. If $E$ curves downward at second order along some displacement, as at an ordinary saddle point, some $\omega^2$ is negative. Then $\omega=\pm i|\omega|$, and the displacement contains a part that grows exponentially. A real frequency needs the further condition $\omega^2\ge0$, which is stability and not a consequence of Hermiticity.

**Q.** Now my first question. What happens at $-\mathbf q$?

**A.** Replace $\mathbf q$ by $-\mathbf q$ in (3). The phase turns into its conjugate, while $C$ and the masses are real:

$$D_{ij}(-\mathbf q)=\frac1{\sqrt{M_iM_j}}\sum_lC(0i;lj)\,e^{-i\mathbf q\cdot\mathbf R_l}=D_{ij}(\mathbf q)^*.\tag{4}$$

Conjugate $D(\mathbf q)e=\omega^2e$, using that $\omega^2$ is real:

$$D(-\mathbf q)\,e^*=\omega^2e^*.$$

Each mode at $\mathbf q$ gives a mode at $-\mathbf q$ with the same $\omega^2$. A Hermitian matrix has a complete orthonormal set of eigenvectors, and the conjugates of such a set are again orthonormal and equally many. So the whole list of $\omega^2$ agrees, degeneracies included. With branches numbered by increasing $\omega^2$ and a stable crystal, $\omega(\mathbf q)=\omega(-\mathbf q)$ for each branch.

**Q.** The algebra is short, but my picture of the atoms met in a different order still bothers me.

**A.** The picture is right about the order of the atoms, but the order does not decide the frequency. Film the right-moving wave and run the film backwards. Equation (2) contains a second time derivative and no first one, so the reversed film is also a solution. It shows a wave moving left through the same crystal, with the same frequency. The reversal takes place in time, so no symmetry in space is required.

There is also a special case. If $\mathbf q$ is half a reciprocal lattice vector $\mathbf G$, then $-\mathbf q=\mathbf q-\mathbf G$. Since $e^{i\mathbf G\cdot\mathbf R_l}=1$, $D(-\mathbf q)=D(\mathbf q)$, and (4) makes $D$ real there. The same holds at $\mathbf q=0$.

**Q.** Some people put the atomic positions $\boldsymbol\tau$ into the phase. Does that spoil anything?

**A.** That convention multiplies $D_{ij}$ by $e^{-i\mathbf q\cdot\boldsymbol\tau_i}e^{i\mathbf q\cdot\boldsymbol\tau_j}$, so the new matrix is $P^\dagger DP$ with the diagonal unitary matrix $P_{jj}=e^{i\mathbf q\cdot\boldsymbol\tau_j}$. It is Hermitian and has the same eigenvalues. Since $P(-\mathbf q)=P(\mathbf q)^*$, relation (4) survives as well. One thing is lost: $P(\mathbf q+\mathbf G)=P(\mathbf q)P(\mathbf G)$, and $P(\mathbf G)$ is in general not a multiple of the unit matrix, so the new matrix is not periodic in $\mathbf q$ and need not be real at half a reciprocal lattice vector.

**Q.** Density functional perturbation theory never builds $C$ first. It applies a complex perturbation at one $\mathbf q$ and works in one cell. How does that calculation know about these rules?

**A.** In the converged self-consistent theory it computes the second derivatives of the same energy function, so the argument above applies. The mechanism can be seen with independent electrons, where the one-electron Hamiltonian $H$ depends on the displacements but not on the electron density.

Let $|s\rangle$ be its eigenstates at $u=0$, with energies $\varepsilon_s$ and occupations $f_s=1$ or $0$. With a factor 2 for spin, $\rho=2\sum_sf_s|s\rangle\langle s|$. The first derivative of the electronic energy is $\mathrm{Tr}(\rho\,\partial_aH)$ by the Hellmann–Feynman theorem, where $a$ and $b$ each stand for one displacement. Differentiating again,

$$\partial_a\partial_bE_{\rm el}=\mathrm{Tr}(\rho\,\partial_a\partial_bH)+\mathrm{Tr}(\partial_b\rho\,\partial_aH).$$

The first trace is real, since both factors are Hermitian, and symmetric in $a,b$. For the second we need the first-order states,

$$|\partial_bs\rangle=\sum_{r\ne s}|r\rangle\frac{\langle r|\partial_bH|s\rangle}{\varepsilon_s-\varepsilon_r}.$$

Insert them in $\partial_b\rho=2\sum_sf_s\big(|\partial_bs\rangle\langle s|+|s\rangle\langle\partial_bs|\big)$ and exchange the names $r,s$ in the second part. Its denominator becomes $\varepsilon_r-\varepsilon_s$, which supplies a minus sign:

$$\partial_b\rho=2\sum_{rs}W_{rs}\,|r\rangle\langle r|\partial_bH|s\rangle\langle s|,\qquad W_{rs}=\frac{f_s-f_r}{\varepsilon_s-\varepsilon_r}.$$

Pairs with equal occupation drop out. This covers degenerate pairs too, where the denominator above would vanish: because of the gap, degenerate states have equal occupation, and mixing states of equal occupation among themselves leaves $\rho$ unchanged. Every remaining denominator is at least as large as the gap. Also, $W_{rs}=W_{sr}$. Since $\partial_aH$ is Hermitian, the response part of the force constants is

$$2\sum_{rs}W_{rs}\,\langle r|\partial_aH|s\rangle^*\langle r|\partial_bH|s\rangle.\tag{5}$$

**Q.** And at a given $\mathbf q$?

**A.** Define $H^{\mathbf q}_j=\sum_le^{i\mathbf q\cdot\mathbf R_l}\,\partial H/\partial u_{lj}$. Let $s$ be the Bloch state $n\mathbf k$ and $r$ the Bloch state $m\mathbf k'$. Translation by $\mathbf R_l$ gives

$$\langle r|\partial H/\partial u_{li}|s\rangle=e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf R_l}\langle r|\partial H/\partial u_{0i}|s\rangle .$$

Summing over $l$ with the weight $e^{i\mathbf q\cdot\mathbf R_l}$ gives zero unless $\mathbf k'=\mathbf k+\mathbf q$, up to a reciprocal lattice vector. In that case $g_i\equiv\langle r|H_i^{\mathbf q}|s\rangle$ is $N$ times the matrix element for cell 0. Now take $a=0i$, $b=lj$ in (5) and sum over $l$ with the phase of (3). The response part of $\sqrt{M_iM_j}\,D_{ij}(\mathbf q)$ is

$$\Phi_{ij}(\mathbf q)=\frac2N\sum_{\mathbf k mn}W_{rs}\,g_i^*g_j.\tag{6}$$

Exchanging $i$ and $j$ and conjugating returns the same expression, so $\Phi$ is Hermitian. At $-\mathbf q$, the same pairs of states appear with their roles exchanged. Because $(H_i^{\mathbf q})^\dagger=H_i^{-\mathbf q}$, the matrix element is $\langle s|H_i^{-\mathbf q}|r\rangle=g_i^*$, while $W$ is unchanged. Hence $\Phi_{ij}(-\mathbf q)=\frac2N\sum W_{rs}\,g_ig_j^*=\Phi_{ij}(\mathbf q)^*$. The term with $\partial_a\partial_bH$ and the energy that does not involve the electrons are real and symmetric in $a,b$, so they obey both rules by the earlier argument.

**Q.** I want to see it in a crystal where no symmetry could do the work for you.

**A.** Take a planar strip, periodic along $x$ with $a=3.0$ Å. Atom A (20 amu) is at the origin of the cell, and atom B (35 amu) is at $(1.0,\,2.4)$ Å. Both move in the plane, so $D$ is $4\times4$.

An inversion cannot exchange A and B, because their masses differ. It would have to map the row of A atoms onto itself, and would then put the B row below it, where there are no atoms. A mirror $x\to-x$ that preserves the A row passes through an A atom or midway between two. It moves B from $x=1.0$ to $x=2.0$ Å, up to a lattice vector, where there is no B atom.

The parameters are chosen round numbers, not those of a material. Four bonds per cell carry springs and electron hopping:

| bond | spring (eV/Å²) | hopping (eV) |
|---|---|---|
| A–B, same cell | 6 | −1.0 |
| B–A, next cell | 4 | −0.6 |
| A–A, next cell | 5 | −0.3 |
| B–B, next cell | 3 | −0.2 |

The hopping falls off as $e^{-(d-d_0)/\lambda}$ with bond length $d$, where $d_0$ is the undisplaced length and $\lambda=1.0$ Å. The site energies are $+1.5$ eV on A and $-1.5$ eV on B, and two electrons per cell fill the lower band. Each spring energy also has a term linear in $d-d_0$, chosen to cancel the electronic pull on that bond, so the structure is free of forces.

**Q.** Start with (1).

**A.** On a ring of 12 cells, displacing atoms by small steps and taking central differences of the forces gives

$$C(0\,{\rm A}x;-1\,{\rm B}x)=C(0\,{\rm B}x;+1\,{\rm A}x)=-1.331\ \text{eV/Å}^2 .$$

In contrast, $C(0\,{\rm A}x;+1\,{\rm B}x)=-0.008$ eV/Å². The cell difference may be reversed if the full labels, atom and direction, are exchanged as well; for $i\ne j$ it may in general not be reversed otherwise. Exchanging the atoms alone is not enough: $C(0\,{\rm A}x;-1\,{\rm B}y)=C(0\,{\rm B}y;+1\,{\rm A}x)=1.586$ eV/Å², while $C(0\,{\rm B}x;+1\,{\rm A}y)=1.742$ eV/Å².

Now follow one element of $D$ at $qa=\pi/3$. The mass factor is $\sqrt{20\times35}=26.46$ amu. In eV/(Å² amu), the cells $l=-1$ and $l=+1$ contribute

$$\frac{-1.331}{26.46}e^{-i\pi/3}=-0.0252+0.0436i,\qquad\frac{-0.008}{26.46}e^{i\pi/3}=-0.0002-0.0003i.$$

Together they give an imaginary part of $0.0433$. The cell $l=0$ adds a real number. The full element, from linear response in one cell, is

$$D_{{\rm A}x,{\rm B}x}(q)=-0.0470+0.0434i .$$

The small remaining imaginary part belongs to cells farther away, which the electrons couple. The same calculation gives $D_{{\rm B}x,{\rm A}x}(q)=-0.0470-0.0434i$, as Hermiticity demands, and $D_{{\rm A}x,{\rm B}x}(-q)=-0.0470-0.0434i$, as (4) demands.

**Q.** And the frequencies?

**A.** Numerical diagonalization of $D(q)$ gives $\omega^2=0.01148$, $0.1166$, $0.3629$ and $0.4444$ eV/(Å² amu). One $\sqrt{\text{eV/(Å}^2\,\text{amu)}}$ corresponds to $\omega/2\pi=15.63$ THz, so the lowest mode, with one more digit kept in each factor, has $\sqrt{0.011482}\times15.633=1.675$ THz. The four frequencies are $1.68$, $5.34$, $9.42$ and $10.42$ THz. Diagonalizing $D(-q)$ gives the same four.

**Q.** Suppose the electrons themselves distinguish left from right, as they can when time reversal is broken. Surely that ruins it?

**A.** It does not ruin (4), because neither the general argument nor the one below (6) used time reversal of the electrons. Give the A–A hopping a complex phase of 0.6 rad and readjust the linear spring terms. The electron energies at $k$ and $-k$ then differ by up to 0.61 eV. Yet $D(-q)$ and $D(q)^*$ from linear response differ by at most $6\times10^{-17}$ eV/(Å² amu) over the 12 values of $q$, which is rounding error. This needs both kinds of pairs in (6), occupied $\mathbf k$ with empty $\mathbf k+\mathbf q$ and empty $\mathbf k$ with occupied $\mathbf k+\mathbf q$. The common shortcut of keeping the first kind and doubling it relies on time reversal; here it would violate (4) by up to $8\times10^{-3}$ eV/(Å² amu).

What broken time reversal can change is the equation of motion: forces proportional to velocity may appear, and the static energy does not contain them.

**Q.** So there is a way to make left and right differ?

**A.** Yes. Write $w_{li}=M_i^{1/2}u_{li}$ and add to $\ddot w$ a term $\Gamma\dot w$, where $\Gamma$ is real and antisymmetric and acts within each cell. Such a force does no work, since $\dot w^{T}\Gamma\dot w=0$; the magnetic force on a charge is of this kind. With the time factor $e^{-i\omega t}$, $\ddot w=-Dw+\Gamma\dot w$ becomes

$$\big[\omega^2-i\omega\Gamma-D(\mathbf q)\big]e=0.\tag{7}$$

The frequencies are the zeros of the determinant of the bracket, and transposition leaves a determinant unchanged. Since $\Gamma^T=-\Gamma$ and $D(\mathbf q)^T=D(\mathbf q)^*=D(-\mathbf q)$, the frequencies at $\mathbf q$ with $\Gamma$ are those at $-\mathbf q$ with $-\Gamma$. The backward film is a solution if the field is reversed too. At fixed field the equality has lost its reason.

**Q.** How large is the difference, and which modes feel it?

**A.** For a weak force and a nondegenerate mode of frequency $\omega_0$, multiply (7) by the unperturbed $e^\dagger$. To first order, $\omega^2-\omega_0^2=i\omega_0\,e^\dagger\Gamma e$. The left side is $2\omega_0\,\delta\omega$, so

$$\delta\omega=\tfrac i2\,e^\dagger\Gamma e.$$

At $-\mathbf q$ the vector is $e^*$, and $e^T\Gamma e^*=e^\dagger\Gamma^Te=-e^\dagger\Gamma e$, so the shift has the opposite sign.

In the strip, let $\Gamma$ have the elements $\Gamma_{xy}=-\Gamma_{yx}=\gamma$ on A and the opposite ones on B, with $\gamma/2\pi=0.78$ THz. This value is chosen large to make the effect visible and does not describe a real crystal. As a magnetic force on a charge $e$ of mass 20 amu, $\gamma=eB/M$ would need $B\approx10^6$ T, and 10 T gives about $8\times10^{-6}$ THz. The velocity force that the complex hopping above produces through the electrons is of order $10^{-3}$ THz and couples different cells. Also, equal and opposite $\gamma$ on unequal masses corresponds to a charged cell, so this $\Gamma$ lifts one acoustic mode at $q=0$ to 0.21 THz. An atom A then contributes $\tfrac i2\gamma(e_x^*e_y-e_y^*e_x)=-\gamma\,\mathrm{Im}(e_x^*e_y)$. This vanishes if the atom moves along a straight line; it is motion around an ellipse that shifts the frequency at first order. Degenerate modes are outside this formula: the force mixes them, and the acoustic mode lifted at $q=0$ rises linearly in $\gamma$ although the unperturbed motion is along straight lines. For a nondegenerate mode, straight-line motion feels the force too, but its shift begins at second order in $\gamma$: at $q=\pi/a$, where $D$ is real and every atom moves along a line, the four modes still move by up to 0.03 THz.

Solving (7) numerically, with the original real hopping, gives these positive frequencies in THz:

| | mode 1 | mode 2 | mode 3 | mode 4 |
|---|---|---|---|---|
| $+q$ | 1.85 | 5.16 | 9.23 | 10.67 |
| $-q$ | 1.51 | 5.53 | 9.58 | 10.29 |

The lowest mode moves by $+0.17$ and $-0.17$ THz from 1.68 THz, equal and opposite to this precision, which is the pattern the first-order formula predicts. The highest moves by $+0.25$ and $-0.13$ THz, so there the higher orders in $\gamma$ are visible. It also has the largest difference between $+q$ and $-q$, 0.38 THz.

**Q.** Then my first suspicion was not foolish.

**A.** It lacked one ingredient. A missing inversion centre allows left and right to differ, but motion governed by (2) can be run backwards, and that keeps the frequencies equal. In this strip they separate once the antisymmetric velocity force of (7) is added. Not every velocity force does this: for friction, a symmetric $\Gamma$, the backward film is no longer a solution, but the transposition below (7) with $\Gamma^T=\Gamma$ still gives the same complex frequencies at $\mathbf q$ and $-\mathbf q$.
